# Confinement Mass of Silicon's Conduction Valleys at a (111) Surface: a numerical check

```python
"""
Result under test: on a (111) silicon surface every conduction valley has the
normal confinement mass m_z = 3 ml mt / (2 ml + mt).
ml, mt : longitudinal and transverse valley masses (units of the electron mass)
W      : inverse-mass tensor in surface axes; the third axis is the normal
C      : hbar^2 / (2 electron mass), in eV nm^2
slope  : electron charge times electric field, in eV/nm
In-plane masses: mt and (mt + 2 ml)/3, the heavy one along the projected valley.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigvals_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy

ml, mt = 0.916, 0.19
C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
temperature = 300.0
kT = sc.k * temperature / sc.e
eps_si, eps_ox = 11.7, 3.9
Ns, Ndep = 0.05, 0.01            # nm^-2; 0.01 nm^-2 = 1e12 cm^-2
charge_to_slope = sc.e * 1e9 / (sc.epsilon_0 * eps_si)
slope = charge_to_slope * (Ndep + Ns / 2)

# Derived formulas
mz = 3 * ml * mt / (2 * ml + mt)
m_heavy = (mt + 2 * ml) / 3
md = np.sqrt(mt * m_heavy)
mc = 2 / (1 / mt + 1 / m_heavy)
wrong_mass = (ml + 2 * mt) / 3

R = np.array([np.array([1, -1, 0]) / np.sqrt(2),
              np.array([1, 1, -2]) / np.sqrt(6),
              np.array([1, 1, 1]) / np.sqrt(3)])
assert np.allclose(R @ R.T, np.eye(3)) and np.linalg.det(R) > 0


def ellipsoid_energy(k_surface, axis):
    """Valley energy with hbar = electron mass = 1, from crystal components."""
    masses = np.full(3, mt)
    masses[axis] = ml
    k_crystal = R.T @ k_surface
    return np.sum(k_crystal**2 / (2 * masses))


def hessian(axis, step=0.1):
    unit = np.eye(3) * step
    H = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            H[i, j] = sum(s * t * ellipsoid_energy(s * unit[i] + t * unit[j], axis)
                          for s in (1, -1) for t in (1, -1)) / (4 * step**2)
    return H


def airy_levels(mass, field_slope, count):
    scale = (C / mass * field_slope**2) ** (1 / 3)
    return -ai_zeros(count)[0] * scale


# Rotated tensors from finite differences of the energy surfaces
tensors = [hessian(axis) for axis in range(3)]
for W in tensors:
    assert abs(1 / W[2, 2] - mz) < 1e-9
    cross = np.hypot(W[0, 2], W[1, 2])
    assert abs(cross - np.sqrt(2) / 3 * (1 / mt - 1 / ml)) < 1e-9
    assert abs(np.linalg.inv(W)[2, 2] - wrong_mass) < 1e-9


def normal_inverse_masses(n):
    """Inverse normal masses of the three valley pairs for unit normal n."""
    return 1 / mt + (1 / ml - 1 / mt) * np.asarray(n)**2


# General-normal formula against direct curvature along random normals
rng = np.random.default_rng(4)
for _ in range(20):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    direct = np.array([2 * ellipsoid_energy(R @ n, a) for a in range(3)])
    assert np.allclose(direct, normal_inverse_masses(n), atol=1e-10)
    assert abs(direct.sum() - (2 / mt + 1 / ml)) < 1e-9

# Scan one octant: the valley spread is smallest at [111]
polar, azimuth = np.meshgrid(np.linspace(0, np.pi / 2, 361),
                             np.linspace(0, np.pi / 2, 361), indexing="ij")
normals = np.stack([np.sin(polar) * np.cos(azimuth),
                    np.sin(polar) * np.sin(azimuth), np.cos(polar)], axis=-1)
spread = np.ptp(normal_inverse_masses(normals), axis=-1)
best = normals[np.unravel_index(np.argmin(spread), spread.shape)]
best_angle = np.degrees(np.arccos(min(1.0, best @ R[2])))
assert best_angle < 0.5          # grid spacing is 0.25 degree


def full_operator_levels(W, k_par, count=3, length=20.0, h=0.01):
    """Triangular well with the complete tensor, including terms linear in kz."""
    z = np.arange(1, int(round(length / h))) * h
    b = W[2, :2] @ k_par
    a = k_par @ W[:2, :2] @ k_par
    band = np.zeros((2, z.size), dtype=complex)
    band[0] = C * (2 * W[2, 2] / h**2 + a) + slope * z
    band[1, :-1] = C * (-W[2, 2] / h**2 + 1j * b / h)
    return eigvals_banded(band, lower=True, select="i", select_range=(0, count - 1))


k_par = np.array([0.6, 0.35])    # nm^-1
levels = airy_levels(mz, slope, 3)
numeric_ground, formula_ground = [], []
for axis, W in enumerate(tensors):
    projected = R[:2, axis] / np.linalg.norm(R[:2, axis])
    along = k_par @ projected
    across = k_par @ np.array([-projected[1], projected[0]])
    predicted = levels + C * (along**2 / m_heavy + across**2 / mt)
    computed = full_operator_levels(W, k_par)
    assert np.max(np.abs(computed - predicted)) < 2e-5
    numeric_ground.append(computed[0])
    formula_ground.append(predicted[0])
at_minimum = full_operator_levels(tensors[0], np.zeros(2))[0]
wrong_E0 = airy_levels(wrong_mass, slope, 1)[0]
assert abs(at_minimum - levels[0]) < 2e-5 and abs(at_minimum - wrong_E0) > 0.02

# State counting for the density-of-states mass; valley average for conductivity
inplane = [W[:2, :2] - np.outer(W[:2, 2], W[:2, 2]) / W[2, 2] for W in tensors]
axis_k = np.linspace(-1.6, 1.6, 1201)
kx, ky = np.meshgrid(axis_k, axis_k)
for P in inplane:
    E_k = C * (P[0, 0] * kx**2 + 2 * P[0, 1] * kx * ky + P[1, 1] * ky**2)
    area = np.count_nonzero(E_k < 0.1) * (axis_k[1] - axis_k[0])**2
    assert abs(area / (np.pi * md * 0.1 / C) - 1) < 3e-3
assert np.allclose(sum(inplane) / 3, np.eye(2) / mc, atol=1e-9)

# Moments of the lowest Airy state
a0 = -ai_zeros(1)[0][0]
density = lambda x: airy(x - a0)[0]**2
norm = quad(density, 0, 20)[0]
mean_x = quad(lambda x: x * density(x), 0, 20)[0] / norm
kinetic_sq = quad(lambda x: (a0 - x)**2 * density(x), 0, 20)[0] / norm
assert abs(mean_x - 2 * a0 / 3) < 1e-7
assert abs(kinetic_sq - a0**2 / 5) < 1e-7
E0, E1 = levels[:2]
mean_z = 2 * E0 / (3 * slope)

# Subband filling, six valleys and two spins
dos = 6 * md / (2 * np.pi * C)   # eV^-1 nm^-2


def fill(energies):
    occupation = lambda mu: dos * kT * np.logaddexp(0, (mu - energies) / kT)
    mu = brentq(lambda x: occupation(x).sum() - Ns, energies[0] - 1, energies[0] + 1)
    return mu, occupation(mu)


mu_tri, occ_tri = fill(airy_levels(mz, slope, 20))
fermi_integral = quad(lambda e: dos / (1 + np.exp((e - mu_tri) / kT)), E0, E0 + 1)[0]
assert abs(fermi_integral / occ_tri[0] - 1) < 1e-6

# Self-consistent Hartree potential at the same charge
h = 0.05
z = np.arange(1, 800) * h


def solve_well(V, count=20):
    off = np.full(z.size - 1, -C / mz / h**2)
    E, psi = eigh_tridiagonal(2 * C / mz / h**2 + V, off,
                              select="i", select_range=(0, count - 1))
    return E, psi**2 / h


assert np.max(np.abs(solve_well(slope * z)[0][:3] - levels)) < 1e-4
V = slope * z
converged = False
for iteration in range(400):
    E_sc, prob = solve_well(V)
    mu_sc, occ_sc = fill(E_sc)
    n_z = prob @ occ_sc
    enclosed = (np.cumsum(n_z) - n_z / 2) * h
    local_slope = charge_to_slope * (Ndep + Ns - enclosed)
    surface_slope = charge_to_slope * (Ndep + Ns)
    V_new = h * (np.cumsum(local_slope) - local_slope / 2 + surface_slope / 2)
    change = np.max(np.abs(V_new - V))
    if change < 1e-7:
        converged = True
        break
    V = V + 0.3 * (V_new - V)
assert converged
mean_slope = np.sum(np.gradient(V, h) * n_z) * h / Ns
assert abs(mean_slope / slope - 1) < 2e-3
z_sc0 = np.sum(z * prob[:, 0]) * h
z_sc = np.sum(z * n_z) * h / Ns
z_tri_prob = solve_well(slope * z)[1]
z_tri = np.sum(z * (z_tri_prob @ occ_tri)) * h / Ns

# Oxide penetration: continuous envelope and continuous normal current
barrier, m_ox = 3.1, 0.5
energy_scale = E0 / a0
length_scale = energy_scale / slope


def mismatch(x):
    kappa = np.sqrt(m_ox * (barrier - x * energy_scale) / C)
    ai, aip = airy(-x)[:2]
    return aip / (mz * length_scale) - kappa * ai / m_ox


E0_soft = brentq(mismatch, 1.02, a0) * energy_scale
assert E0_soft < E0

# Other neglected effects
alpha = 0.5                      # eV^-1
nonparabolic_shift = -alpha * kinetic_sq * energy_scale**2
miscut = 0.2                     # degrees, toward [1,1,-2]
tilt = np.radians(miscut)
n_tilt = np.cos(tilt) * R[2] + np.sin(tilt) * R[1]
E_tilt = np.array([airy_levels(1 / w, slope, 1)[0]
                   for w in normal_inverse_masses(n_tilt)])
mt_warm = 1.05 * mt
mz_warm = 3 * ml * mt_warm / (2 * ml + mt_warm)

m100 = 1 / normal_inverse_masses([0, 0, 1])
m110 = 1 / normal_inverse_masses(np.array([1, 1, 0]) / np.sqrt(2))
E100 = [airy_levels(m, slope, 1)[0] for m in (m100[2], m100[0])]

print(f"Input masses ml, mt: {ml:.3f}, {mt:.3f} m_e")
print(f"hbar^2/(2 m_e): {C:.5f} eV nm^2")
for name, W in zip(("[100]", "[010]", "[001]"), tensors):
    print(f"Valley {name}: w11 {W[0,0]:.4f}, w22 {W[1,1]:.4f}, w12 {W[0,1]:.4f} 1/m_e")
    print(f"   w13 {W[0,2]:.4f}, w23 {W[1,2]:.4f}, w33 {W[2,2]:.4f} 1/m_e;"
          f" 1/w33 {1/W[2,2]:.4f} m_e")
print(f"Confinement mass from formula: {mz:.4f} m_e")
print(f"Normal element of mass tensor (wrong mass): {wrong_mass:.4f} m_e")
print(f"In-plane masses: {mt:.4f} and {m_heavy:.4f} m_e")
print(f"DOS mass per valley: {md:.4f} m_e; conductivity mass: {mc:.4f} m_e")
print(f"(100) normal masses, valleys x,y,z: {np.round(m100, 4)} m_e")
print(f"(110) normal masses, valleys x,y,z: {np.round(m110, 4)} m_e")
print(f"Scan: least valley spread lies {best_angle:.2f} degree from [111]")
print(f"Ns, Ndep: {Ns*1e14:.1e}, {Ndep*1e14:.1e} cm^-2")
print(f"Temperature: {temperature:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"Permittivities Si, SiO2: {eps_si}, {eps_ox} (relative)")
print(f"Averaged field: {slope*10:.4f} MV/cm")
print(f"Surface field in Si: {surface_slope*10:.4f} MV/cm")
print(f"Oxide field: {surface_slope*10*eps_si/eps_ox:.3f} MV/cm")
print(f"First two Airy zeros: {ai_zeros(2)[0][0]:.4f}, {ai_zeros(2)[0][1]:.4f}")
print(f"Well scales: {energy_scale*1e3:.2f} meV, {length_scale:.3f} nm")
print(f"Triangular E0, E1, gap: {E0*1e3:.1f}, {E1*1e3:.1f}, {(E1-E0)*1e3:.1f} meV")
print(f"Mean depth of lowest subband: {mean_z:.3f} nm")
print(f"Full operator E0 at zero in-plane k: {at_minimum*1e3:.2f} meV")
print(f"E0 with wrong mass: {wrong_E0*1e3:.1f} meV")
print(f"(100) same field, E0 heavy and light: {E100[0]*1e3:.1f}, {E100[1]*1e3:.1f} meV")
print(f"Test in-plane k: {k_par[0]:.2f}, {k_par[1]:.2f} nm^-1")
print(f"   full operator, 3 valleys: {np.round(np.array(numeric_ground)*1e3, 2)} meV")
print(f"   formula, 3 valleys: {np.round(np.array(formula_ground)*1e3, 2)} meV")
print(f"Triangular Fermi level minus E0: {(mu_tri-E0)*1e3:.1f} meV")
print(f"Triangular lowest-subband share: {100*occ_tri[0]/Ns:.1f} %")
print(f"Triangular mean depth, all electrons: {z_tri:.3f} nm")
print(f"Hartree E0, E1, gap: {E_sc[0]*1e3:.1f}, {E_sc[1]*1e3:.1f},"
      f" {(E_sc[1]-E_sc[0])*1e3:.1f} meV")
print(f"Hartree lowest-subband share: {100*occ_sc[0]/Ns:.1f} %")
print(f"Hartree mean depth, lowest and all: {z_sc0:.3f}, {z_sc:.3f} nm")
print(f"Oxide barrier and mass (rough): {barrier:.1f} eV, {m_ox:.1f} m_e")
print(f"E0 shift from oxide penetration: {(E0_soft-E0)*1e3:.1f} meV")
print(f"Nonparabolicity (rough): {alpha:.1f} 1/eV; shift {nonparabolic_shift*1e3:.1f} meV")
print(f"Miscut {miscut:.1f} degree, E0 of valleys x,y,z: {np.round(E_tilt*1e3, 2)} meV")
print(f"   valley splitting from miscut: {np.ptp(E_tilt)*1e3:.3f} meV")
print(f"Confinement mass if mt rises 5 %: {mz_warm:.4f} m_e")
print("all assertions hold")
```

Running it gives:

```
Input masses ml, mt: 0.916, 0.190 m_e
hbar^2/(2 m_e): 0.03810 eV nm^2
Valley [100]: w11 3.1774, w22 4.5679, w12 -1.2042 1/m_e
   w13 -1.7030, w23 -0.9832, w33 3.8727 1/m_e; 1/w33 0.2582 m_e
Valley [010]: w11 3.1774, w22 4.5679, w12 1.2042 1/m_e
   w13 1.7030, w23 -0.9832, w33 3.8727 1/m_e; 1/w33 0.2582 m_e
Valley [001]: w11 5.2632, w22 2.4822, w12 0.0000 1/m_e
   w13 0.0000, w23 1.9664, w33 3.8727 1/m_e; 1/w33 0.2582 m_e
Confinement mass from formula: 0.2582 m_e
Normal element of mass tensor (wrong mass): 0.4320 m_e
In-plane masses: 0.1900 and 0.6740 m_e
DOS mass per valley: 0.3579 m_e; conductivity mass: 0.2964 m_e
(100) normal masses, valleys x,y,z: [0.19  0.19  0.916] m_e
(110) normal masses, valleys x,y,z: [0.3147 0.3147 0.19  ] m_e
Scan: least valley spread lies 0.01 degree from [111]
Ns, Ndep: 5.0e+12, 1.0e+12 cm^-2
Temperature: 300 K; kT: 25.85 meV
Permittivities Si, SiO2: 11.7, 3.9 (relative)
Averaged field: 0.5413 MV/cm
Surface field in Si: 0.9280 MV/cm
Oxide field: 2.784 MV/cm
First two Airy zeros: -2.3381, -4.0879
Well scales: 75.61 meV, 1.397 nm
Triangular E0, E1, gap: 176.8, 309.1, 132.3 meV
Mean depth of lowest subband: 2.177 nm
Full operator E0 at zero in-plane k: 176.80 meV
E0 with wrong mass: 148.9 meV
(100) same field, E0 heavy and light: 115.9, 195.8 meV
Test in-plane k: 0.60, 0.35 nm^-1
   full operator, 3 valleys: [204.07 256.45 255.91] meV
   formula, 3 valleys: [204.07 256.45 255.91] meV
Triangular Fermi level minus E0: -37.0 meV
Triangular lowest-subband share: 99.3 %
Triangular mean depth, all electrons: 2.188 nm
Hartree E0, E1, gap: 221.4, 306.2, 84.9 meV
Hartree lowest-subband share: 95.4 %
Hartree mean depth, lowest and all: 2.323, 2.473 nm
Oxide barrier and mass (rough): 3.1 eV, 0.5 m_e
E0 shift from oxide penetration: -16.3 meV
Nonparabolicity (rough): 0.5 1/eV; shift -3.1 meV
Miscut 0.2 degree, E0 of valleys x,y,z: [176.69 176.69 177.  ] meV
   valley splitting from miscut: 0.313 meV
Confinement mass if mt rises 5 %: 0.2699 m_e
all assertions hold
```
